\section*{Embedding energy of an atom in a metal: host density and hybridization, part 2}

The problem is the embedding energy $\Delta E=E[\text{host+atom}]-E[\text{host}]-E_{\rm atom}$ of a neutral atom of nuclear charge $Z$ in a metallic host with background $n_+$, in spin-unpolarized density-functional theory. Hartree units are used, and eV in Section 5. Charges count as electron number, $\phi$ is the electrostatic potential energy of an electron, $\mu$ the chemical potential and $\Omega=E-\mu N$.

$\Delta$ means with minus without atom in a reference host A: $\Delta n$, $\Delta\rho=\Delta n-Z\delta(\mathbf r)$, $\Delta\phi$, $\Delta v=\Delta\phi+\Delta v_{xc}$. $\delta$ means actual minus reference host, both without atom: $\delta n_+$, $\delta n_0$, $\delta\phi_0$; $\delta v_{\rm ext}$ is the potential of $\delta n_+$. The first-order energy $\Delta E_1=\int\Delta\rho\,\delta v_{\rm ext}$ is identically
\begin{equation}
\Delta E_1=\int\Delta\rho\,\delta\phi_0-\int\Delta\phi\,\delta n_0 .
\label{split}
\end{equation}

Host B also has d states, without density of their own, coupled through a fixed one-electron operator $U$. $B[v,U]=\sum_if_i\varepsilon_i$ is the band energy of $-\frac12\nabla^2+v+U$ at fixed occupations (in an extended metal, $\sum_if_i(\varepsilon_i-\mu)$ at fixed $\mu$). With $\Delta n$, $\Delta v$ frozen from A, and A the homogeneous gas of density $\bar n$,
\begin{align}
\Delta E&=\Delta E_{\rm hom}(\bar n)-\int\Delta\phi\,\delta n_0+\int\Delta\rho\,\delta\phi_0+E_{\rm hyb},\label{main}\\
E_{\rm hyb}&=\big\{B[v_0+\Delta v,U]-B[v_0+\Delta v,0]\big\}-\big\{B[v_0,U]-B[v_0,0]\big\},\label{hyb}
\end{align}
with $v_0=v_0^B$. For another reference host, $\Delta E^A$ replaces $\Delta E_{\rm hom}(\bar n)$. Errors are of second order in the density and potential changes.

The density $n_\phi=\int\Delta\phi\,n_0/\int\Delta\phi$ is used with the remainder $\int\Delta\rho\,\delta\phi_0$.

Block A of the printed values tests hydrogen in a Thomas--Fermi--Dirac gas with von Weizs\"acker coefficient $\lambda$ and $\delta n_+\propto e^{-r^2/b^2}$, $b=2$ bohr. There $a=d\mu/dn$, $M_2=\int r^2\Delta n\,d^3r$, $\alpha=-\int\Delta\phi\,d^3r=d\Delta E_{\rm hom}/dn$, $\Delta E_1=\int K\,\delta n_0=\alpha\,\delta n_0(0)+\beta\,\nabla^2\delta n_0(0)+\dots$ for linear host response, and $n_K=\bar n+\frac1\alpha\int K\,\delta n_0$. Its energies are $\Delta E+E_{\rm atom}$.

The limit to check is weak coupling $U\propto V$. Densities change at order $V^2$, so the error must scale as $V^4$ with $E_{\rm hyb}$ and as $V^2$ without. The test system is an exchange-only Kohn--Sham jellium sphere with 8 electrons, $r_s=4$ bohr and a central hydrogen atom, at fixed occupations. An empty level at $0.05$ Ha, carrying no density of its own, couples to the $s$ states through $V|\chi\rangle\langle d|+{\rm h.c.}$ The occupied $s$ levels lie at $-0.135$ Ha in the host and at $-0.189$, $-0.089$ Ha with the atom. For $\chi$ centred on the atom and $V=0.01$ Ha, $E_{\rm hyb}=-0.57533+0.06941=-0.50592$ mHa against the self-consistent $-0.50555$ mHa. Doubling $V$ multiplies the error by $15.5$ with $E_{\rm hyb}$ and by $3.98$ without. These numbers belong to a radial grid of $0.1$ bohr, on which the discretized background reaches slightly beyond $8$ bohr, and they are not converged to the digits shown: with the exact background and a grid of $0.025$ bohr the levels become $-0.136$ and $-0.190$, $-0.089$ Ha, and $E_{\rm hyb}=-0.5035$ mHa against $-0.5032$ mHa, while the two ratios do not change.

The output shows two further things. The electrostatic terms are equal and opposite ($+0.01910$ and $-0.01910$ mHa). This is the identity (\ref{split}) with $\delta n_+=0$: their sum is $\int\Delta\rho\,\delta v_{\rm ext}=0$, so the sphere tests $E_{\rm hyb}$ alone, and a host density change caused by hybridization must not be counted again through $n_\phi$ without its remainder. Second, for $\chi$ on a shell around the atom the two braces of Eq.~(\ref{hyb}) almost cancel: at $V=0.015$ Ha, $E_{\rm hyb}=-1.01595+1.03986=+0.02391$ mHa. The error of $0.0026$ mHa is $0.3\%$ of the first brace but $10\%$ of the exact $0.02653$ mHa, and at $V=0.03$ Ha it is $30\%$ of the exact value. Doubling $V$ multiplies the error by $15.3$ with $E_{\rm hyb}$, but by $5.06$ rather than $4$ without, so at these couplings the higher orders are not negligible beside the nearly cancelled $V^2$ term; for the shell the program asserts only that the error at $V=0.015$ Ha is below $2\%$ of the first brace. Because of the cancellation the shell values are sensitive to the grid: with the exact background and a grid of $0.025$ bohr, $E_{\rm hyb}=+0.0395$ mHa against an exact $0.0421$ mHa, the relative errors become $6\%$ and $20\%$ and the ratio $5.06$ becomes $4.6$, while the sign, the error of $0.0026$ mHa and the ratio $15.3$ remain. $E_{\rm hyb}$ has no fixed sign.

\section{The hybridization term in a level model}

The Newns--Anderson model assumes that the coupling to the d band acts through one atom-induced state $|a\rangle$ at $\varepsilon_a$, already broadened by the sp band, and that the second brace of Eq.~(\ref{hyb}) is absent. In the sphere that brace is $12\%$ of the first for the centred orbital and exceeds it for the shell, so the assumption needs a coupling localized on the atom. Let $|d\rangle$ be the normalized combination of d orbitals that meets $|a\rangle$, with $\langle a|H|d\rangle=V$, $\langle a|d\rangle=S$, all other overlaps zero, and centre $\varepsilon_d=\langle d|H|d\rangle$. The uncoupled blocks have $g_a(z)=\sum_i|a_i|^2/(z-\varepsilon_i)$ and $g_d(z)=\sum_j|d_j|^2/(z-\varepsilon_j)$.

The levels $\varepsilon'_n$ solve $\det(zO-H)=0$, with overlap matrix $O$ and $\det O=1-S^2$. With diagonal blocks $M_1$, $M_2$ and off-diagonal element $zS-V$, the Schur formula gives $\det M_1\det(M_2-(V-zS)^2g_a|d\rangle\langle d|)$, and the determinant of a rank-one update gives
\begin{equation}
D(z)\equiv1-(V-zS)^2g_ag_d=(1-S^2)\prod_n\frac{z-\varepsilon'_n}{z-\varepsilon_n}.
\end{equation}
Since ${\rm Im}\ln(\varepsilon-\varepsilon_n+i0)=\pi\theta(\varepsilon_n-\varepsilon)$, one has ${\rm Im}\ln D=-\pi\Delta N(\varepsilon)$, with $\Delta N$ the change in the number of levels below $\varepsilon$. Each occupied level contributes $\varepsilon_n-\mu=-\int^\mu\theta(\varepsilon-\varepsilon_n)d\varepsilon$, so per spin
\begin{equation}
\delta\Omega=-\int^\mu\!\Delta N\,d\varepsilon=\frac1\pi\int_{-\infty}^{\mu}{\rm Im}\ln D(\varepsilon+i0)\,d\varepsilon,\qquad E_{\rm hyb}=2\,\delta\Omega .
\end{equation}
The function $L=\ln[D/(1-S^2)]$ is analytic for ${\rm Im}\,z>0$. For bands of finite width $g_ag_d=z^{-2}+(\varepsilon_a+\varepsilon_d)z^{-3}+\dots$, so $(V-zS)^2g_ag_d=S^2-2WS/z+\dots$ and $L\to c_1/z$, with
\begin{equation}
W=V-\tfrac12S(\varepsilon_a+\varepsilon_d),\qquad c_1=\frac{2WS}{1-S^2}.
\end{equation}
A shift of the energy zero, $H\to H+cO$, sends $V\to V+cS$ and leaves $W$ unchanged. Close the contour along the real axis up to $\mu$, upward along $z=\mu+iy$, and back by a large arc from angle $\pi/2$ to $\pi$, which contributes $c_1\,i\pi/2$. The imaginary part of the vanishing sum is ${\rm Im}\int^\mu L\,d\varepsilon+\int_0^\infty{\rm Re}\,L\,dy+c_1\pi/2=0$, so
\begin{equation}
\delta\Omega=-\frac1\pi\int_0^\infty\ln\left|\frac{D(\mu+iy)}{1-S^2}\right|dy-\frac{WS}{1-S^2}.
\label{contour}
\end{equation}
A Lorentzian resonance is not allowed when $S\ne0$: with $g_a\simeq1/\varepsilon-i\Gamma/\varepsilon^2$ the integrand on the real axis falls as $S^2\Gamma/[(1-S^2)\varepsilon]$ and the integral diverges logarithmically. Equation (\ref{contour}) is tested against generalized diagonalization of finite chains, with and without overlap.

In the weak-coupling limit, $D=0$ near a pole $\varepsilon_i$ of $g_a$ gives the shift $|a_i|^2(V-\varepsilon_iS)^2g_d(\varepsilon_i)$, and likewise for the d levels. Levels that cross $\mu$ carry $\varepsilon-\mu\simeq0$ and enter at higher order. Summing the shifts of occupied levels pair by pair, with weight $|a_i|^2|d_j|^2$, a pair with one occupied member gives $(V-\varepsilon_{\rm occ}S)^2/(\varepsilon_{\rm occ}-\varepsilon_{\rm empty})<0$, and a pair with both occupied gives
\begin{equation}
\frac{(V-\varepsilon_iS)^2-(V-\varepsilon_jS)^2}{\varepsilon_i-\varepsilon_j}=-S\,[2V-S(\varepsilon_i+\varepsilon_j)],
\end{equation}
which vanishes for $S=0$ and is the Pauli repulsion of orthogonalization when $S[V-\tfrac12S(\varepsilon_i+\varepsilon_j)]<0$, the pair analogue of $WS<0$. The pair sum is tested against diagonalization at reduced $W$ and $S$.

For a sharp filled level below a band of half-width $w\ll\Delta_d\equiv\varepsilon_d-\varepsilon_a$ with filling $f$ of the projected weight, $V-\varepsilon_aS=W+S\Delta_d/2$. The empty weight $1-f$ gives $-W^2/\Delta_d-WS-S^2\Delta_d/4$, the filled weight $f$ gives $-2WS$, and for both spins, with $W<0$ so that $-WS=|W|S$,
\begin{equation}
E_{\rm hyb}=-2(1-f)\frac{W^2}{\Delta_d}+2(1+f)|W|S-\tfrac12(1-f)S^2\Delta_d .
\label{hn}
\end{equation}
The first two terms are the Hammer--N{\o}rskov form; the third is negligible against the second when $(1-f)S\Delta_d\ll4(1+f)|W|$. By the Schur complement above, the filled level acts on $|d\rangle$ as the potential $(V-zS)^2g_a(z)$; at $z\simeq\varepsilon_d$, where $V-\varepsilon_dS=W-S\Delta_d/2$, this is a repulsive site potential $(W-S\Delta_d/2)^2/\Delta_d$, equal to $W^2/\Delta_d$ for $S=0$, and for $\mu$ inside the band treating it in lowest order requires it to be small against $w$. If $\mu$ lies above all levels, including the antibonding one, no such condition is needed: $L\to c_1/z$ fixes the sum of all level shifts at $-c_1=-2WS/(1-S^2)$ per spin. For $w=0.1$, $\Delta_d=4$, $W=-0.05$ eV, $S=0.005$ and $f=0.688$, the $S=0$ value and the part odd in $S$ from Eq.~(\ref{contour}) are $0.9926$ and $0.9945$ times the first and second terms. In the opposite limit the antibonding state leaves the top of the band and empties for any $f<1$, that is for $\mu$ inside the band. For $w=0.01$, $\Delta_d=4$, $W=-0.4$ eV, $S=0$ and $f=0.688$, the exact value per spin is $-0.0352$ eV; the two-level bonding shift $2-\sqrt{4+0.16}=-0.0396$ eV agrees with it within $w$, while the $(1-f)$ term gives $-0.0125$ eV.

For round parameters, take $\mu=0$, $\varepsilon_a=-5$ eV coupled by $2.5$ eV to a semi-elliptic sp band (centre $-1$ eV, half-width $10$ eV), a semi-elliptic d band with $w=2$ eV, $W=-1.5$ eV and $S=0.1$. The arc term is $0.15/0.99=0.1515$ eV per spin. At $\varepsilon_d=-1.5$ eV, $V=-1.5+0.1(-6.5)/2=-1.825$ eV, and Eq.~(\ref{contour}) gives $0.1240$ eV per spin against $0.1245$ eV from long finite chains. For $\varepsilon_d=-2.5,\,-1.5,\,-0.5$ eV, with $f=1.000,\,0.928,\,0.657$, the exact $E_{\rm hyb}$ is $+0.48,\,+0.25,\,-0.08$ eV: at fixed $W$ and $S$ the bond strengthens as the band rises, in this model and range. The pair sums give $0.50,\,0.36,\,0.04$ eV. The two-term form gives $0.600$, $-0.093+0.578=0.485$ and $-2(0.343)(2.25/4.5)+2(1.657)(0.15)=-0.343+0.497=0.154$ eV. Both keep the trend, and both have the wrong sign at $\varepsilon_d=-0.5$ eV, where they lie $0.11$ and $0.23$ eV above the exact value; none of the three conditions of Eq.~(\ref{hn}) holds well there. The level $|a\rangle$ is not sharp and filled, being coupled by $2.5$ eV to the sp band; $w=2$ eV stands against $\Delta_d=4.5$ eV; and the site potential is $(-1.5-0.225)^2/4.5=0.66$ eV against $w=2$ eV. How the error divides among these is not analysed here.

For the full band the pair sum is $-0.066+0.564$ eV in place of $0+0.600$ eV. Both changes come from the weight of $|a\rangle$ that the sp band spreads above $\mu$: with $f=1$ only that weight can form occupied--empty pairs, and if all of it were occupied the sum rules $\sum_i|a_i|^2\varepsilon_i=\varepsilon_a$ and $\sum_j|d_j|^2\varepsilon_j=\varepsilon_d$ would give the Pauli sum $-4WS=0.600$ eV exactly. The exact values lie below the pair sums in all three cases, by $0.02$, $0.11$ and $0.11$ eV; these differences are of higher than second order in $W$ and $S$ and are not analysed here. The numbers quoted, apart from the refined-grid values in Section 4, are those of the numerical check printed below.

\section*{Computed values}
\begin{verbatim}
A: H, rs = 2.5 bohr, lambda = 0.2, dip = -0.2 nb, width 2 bohr
nb = 0.0152789 bohr^-3
kF = 0.767663 bohr^-1
a = dmu/dn = 7.52569 Ha bohr^3
dE_hom(nb), zero = proton + electron at rest = -0.512622 Ha
M2 = int r^2 dn = 2.55139 bohr^2
alpha = -int dphi = 5.34363 Ha bohr^3
finite-difference slope = 5.34362 Ha bohr^3
beta from moments / from wide hosts = -2.3843 / -2.3845 Ha bohr^5
first order, amplitude 0.005 nb: exact, 3 forms = 2.97941e-04, 2.97941e-04, 2.97941e-04, 2.97941e-04 Ha
error ratio on doubling dip (local, first, phi, K) = 2.01, 4.01, 4.02, 4.02
densities n0(0), n_phi, n_K = 0.013784, 0.014060, 0.013104 bohr^-3
int K dn0 = -0.0116201 Ha
-int dphi dn0 = -0.00651364 Ha
int drho dphi0 = -0.00540401 Ha
dE_hom(n_phi) = -0.519122 Ha
exact dE = -0.524592 Ha; dE - dE_hom(nb) = -0.011971 Ha = -0.3257 eV
estimate local density = -0.520587 Ha, error 4.006 mHa
estimate first order = -0.524242 Ha, error 0.350 mHa
estimate n_phi + remainder = -0.524526 Ha, error 0.066 mHa
estimate n_K = -0.524195 Ha, error 0.398 mHa
B: sphere N = 8, rs = 4 bohr, H at centre, d level 0.05 Ha, grid 0.1 bohr, wall 20.1 bohr
V = 0: host 1s -0.13513; with H -0.18851, -0.08857 Ha; dE = -0.460124 Ha
centred V = 0.01 Ha: exact -0.50555, -dphi.dn0 0.01910, drho.dphi0 -0.01910 mHa
  E_hyb = -0.57533 - (-0.06941) = -0.50592, error -0.000369 mHa
centred V = 0.02 Ha: exact -2.01124, -dphi.dn0 0.07685, drho.dphi0 -0.07685 mHa
  E_hyb = -2.29517 - (-0.27821) = -2.01696, error -0.005726 mHa
shell V = 0.015 Ha: exact 0.02653, -dphi.dn0 -0.03108, drho.dphi0 0.03108 mHa
  E_hyb = -1.01595 - (-1.03986) = 0.02391, error -0.002623 mHa
shell V = 0.03 Ha: exact 0.13434, -dphi.dn0 -0.12404, drho.dphi0 0.12404 mHa
  E_hyb = -4.03493 - (-4.12906) = 0.09413, error -0.040208 mHa
error ratio on doubling V, centred: with E_hyb 15.54, without 3.98
error ratio on doubling V, shell: with E_hyb 15.33, without 5.06
C: ea = -5.0, Vsp = 2.5, sp centre -1.0, half-widths 10.0, 2.0, W = -1.5 eV, S = 0.1
ed = -1.5 eV, per spin: diagonalization 0.1245, contour 0.1240 eV
arc term -WS/(1-S^2), per spin = 0.1515 eV
ed = -2.5 eV: f = 1.000, V = -1.875 eV, E_hyb = 0.4810 eV
  2nd order -0.066 + 0.564 = 0.498 eV; two-term form -0.000 + 0.600 eV
ed = -1.5 eV: f = 0.928, V = -1.825 eV, E_hyb = 0.2479 eV
  2nd order -0.161 + 0.521 = 0.359 eV; two-term form -0.093 + 0.578 eV
ed = -0.5 eV: f = 0.657, V = -1.775 eV, E_hyb = -0.0759 eV
  2nd order -0.327 + 0.363 = 0.036 eV; two-term form -0.343 + 0.497 eV
narrow band (w 0.1, Delta 4, W -0.05 eV, S 0.005): f = 0.688, ratios 0.9926, 0.9945
split-off (w 0.01, W -0.4 eV), per spin: exact -0.0352, bonding -0.0396, (1-f) form -0.0125 eV
\end{verbatim}
